# Floating-Potential Difference of Two Antennas under Unequal RF Sheath Voltages

Two pieces of metal, A and B, lie on the oxide of a wafer and face a plasma. Each is joined to the gate of a transistor and to nothing else. Such a piece is called an antenna, because it collects charge from the plasma over its whole area and passes the resulting voltage to a small gate oxide. Each antenna settles at a floating potential. If the two potentials differ, the difference appears across the two gate oxides, which are in series through the silicon, apart from a smaller drop in the silicon itself that is considered in part (f).

**Conventions.** The sheath voltage $S_j$ is the potential at the sheath edge minus that of antenna $j$, where $j=A,B$. It is

$$S_j(t)=\bar S_j+V_j\cos\omega t ,\qquad V_j\ge 0 .$$

The amplitude $V_j$ is given. The mean $\bar S_j$ is free to adjust, because the antenna can gain or lose charge. The time-averaged potential at the sheath edge is taken to be the same over both antennas and serves as zero, so the dc potential of antenna $j$ is $U_j=-\bar S_j$. The electron temperature $T_e$ is expressed in volts, so that $eT_e$ is an energy, and $a_j=V_j/T_e$. The electron and ion masses are $m$ and $M$, and $n_s$ is the density at the sheath edge.

**Example.** Rough typical values for an argon etching plasma are used: $T_e=3.0$ V, $n_s=6\times10^{10}$ cm$^{-3}$, frequency 13.56 MHz. The amplitudes are chosen as $V_A=30$ V and $V_B=22$ V, so $a_A=10$ and $a_B=7.333$.

## (a) Which condition fixes the floating potential?

*Find the electron flux to an antenna at sheath voltage $S\ge0$, and write the current balance over one cycle.*

**Solution.** Let the electrons entering the sheath have a Maxwellian distribution, and let them cross it in a time much shorter than the rf period. Each electron then meets a constant barrier $eS$. It arrives if its velocity $v$ towards the surface satisfies $\tfrac12mv^2>eS$. The flux is

$$\Gamma_e=n_s\sqrt{\frac{m}{2\pi eT_e}}\int_{\sqrt{2eS/m}}^{\infty}v\,e^{-mv^2/2eT_e}\,dv .$$

The integrand has the antiderivative $-(eT_e/m)\,e^{-mv^2/2eT_e}$, so

$$\Gamma_e=n_s\sqrt{\frac{eT_e}{2\pi m}}\;e^{-S/T_e}.$$

For $S<0$ there is no barrier, and the flux stays at its value for $S=0$. This matters in part (d).

The ions enter the sheath at the Bohm flux $\Gamma_i=n_s\sqrt{eT_e/M}$, and all of them are collected. In the periodic state the antenna charge returns to the same value after each cycle. The displacement current therefore averages to zero. If no dc current crosses the oxide, the mean electron and ion fluxes must be equal:

$$n_s\sqrt{\frac{eT_e}{2\pi m}}\,\langle e^{-S/T_e}\rangle=n_s\sqrt{\frac{eT_e}{M}} .$$

Division by the right side removes the density:

$$e^{\Lambda}\langle e^{-S/T_e}\rangle=1,\qquad \Lambda=\tfrac12\ln\frac{M}{2\pi m}.$$

Without rf this gives $\bar S=\Lambda T_e$. For argon $\Lambda=4.679$.

## (b) What is the potential difference?

*Carry out the average, and find $U_A-U_B$.*

**Solution.** The antenna potential is treated as constant within a cycle; part (e) checks this. With $\theta=\omega t$ and $\bar S=-U$,

$$\langle e^{-S/T_e}\rangle=e^{U/T_e}\,\langle e^{-a\cos\theta}\rangle .$$

Expand the exponential in powers of $a\cos\theta$. Odd powers of the cosine average to zero. For an even power write $\cos\theta=(e^{i\theta}+e^{-i\theta})/2$. In the binomial expansion of $\cos^{2k}\theta$, the one term that survives the average has equal numbers of the two exponentials, so

$$\langle\cos^{2k}\theta\rangle=\frac{1}{2^{2k}}\frac{(2k)!}{(k!)^2}.$$

The factor $(2k)!$ cancels the one in the exponential series:

$$\langle e^{-a\cos\theta}\rangle=\sum_{k=0}^{\infty}\frac{a^{2k}}{(2k)!}\,\frac{(2k)!}{2^{2k}(k!)^2}=\sum_{k=0}^{\infty}\frac{(a/2)^{2k}}{(k!)^2}=I_0(a).$$

The last sum is the series of the modified Bessel function of order zero. The balance becomes $e^{\Lambda+U/T_e}I_0(a)=1$, or

$$U_j=-T_e\left[\Lambda+\ln I_0(V_j/T_e)\right].$$

Subtraction removes $\Lambda$, and with it the ion mass:

$$\boxed{\,U_A-U_B=T_e\ln\frac{I_0(V_B/T_e)}{I_0(V_A/T_e)}\,}$$

All terms of the series are positive, so $I_0$ grows with its argument. The antenna under the larger rf sheath voltage is therefore the more negative. The reason is the curvature of the exponential: a swing to lower sheath voltage admits more extra electrons than the opposite swing keeps out. A more negative dc potential has to restore the balance.

In the example $\ln I_0(10)=7.9430$ and $\ln I_0(7.333)=5.4366$. Hence

$$U_A=-3.0\,(4.679+7.943)=-37.87\ \text{V},\qquad U_B=-3.0\,(4.679+5.437)=-30.35\ \text{V},$$

$$U_A-U_B=3.0\,(5.4366-7.9430)=-7.52\ \text{V}.$$

A numerical root of the balance in (a), with the electron flux saturating for $S<0$, gives the same difference, $-7.5191$ V.

## (c) How does it behave for small and large amplitudes?

*Find both limits, and decide which one describes the example.*

**Solution.** For $a\ll1$ the series begins $I_0=1+a^2/4+\dots$, so $\ln I_0\approx a^2/4$ and

$$U_A-U_B\approx-\frac{V_A^2-V_B^2}{4T_e}.$$

For $a\gg1$ the average is dominated by the moment when the sheath voltage is lowest. Measure the phase $\varphi$ from that moment, so that $-\cos\theta=\cos\varphi\approx1-\varphi^2/2$. Then

$$I_0(a)\approx\frac{e^a}{2\pi}\int_{-\infty}^{\infty}e^{-a\varphi^2/2}\,d\varphi=\frac{e^a}{2\pi}\sqrt{\frac{2\pi}{a}}=\frac{e^a}{\sqrt{2\pi a}} .$$

With $\ln I_0\approx a-\tfrac12\ln(2\pi a)$ the difference becomes

$$U_A-U_B\approx-(V_A-V_B)+\frac{T_e}{2}\ln\frac{V_A}{V_B}.$$

The electrons arrive in a short burst once per cycle, of phase width about $1/\sqrt a$. In the limit of large $a$ the mean sheath voltage must rise by nearly the full amplitude to keep the barrier up during the burst. Over antenna A the rise is $3.0\times7.943=23.8$ V, for an amplitude of 30 V. The logarithm is a correction for the burst's duration: it is shorter at larger amplitude, so the barrier may be slightly lower.

The example lies near the second limit, which gives $-8+1.5\ln(30/22)=-7.535$ V. This differs from the full result by 0.2% of the latter. The small-amplitude expression, used outside its range, would give $-34.7$ V.

## (d) When does the sheath voltage reverse?

*Find the amplitude up to which the result holds, and the sign of its error beyond.*

**Solution.** The flux law needs $S\ge0$ throughout the cycle. The lowest sheath voltage is $\bar S-V=T_e\,g(a)$, with

$$g(a)=\Lambda+\ln I_0(a)-a .$$

At $a=0$ this is $\Lambda>0$. Its slope is $I_0'/I_0-1$. Since $I_0(a)=\langle e^{a\cos\theta}\rangle$, the derivative $I_0'=\langle\cos\theta\,e^{a\cos\theta}\rangle$ is smaller than $I_0$. So $g$ falls steadily. For large $a$ it behaves as $\Lambda-\tfrac12\ln(2\pi a)$, which eventually becomes negative, so there is a single limiting amplitude. Setting this form to zero gives $2\pi a=M/(2\pi m)$, or

$$a_{\max}\approx\frac{M}{4\pi^2m}.$$

For argon this is 1845, in agreement with the numerical root of $g$. At $T_e=3$ V it means an amplitude of about 5.5 kV. In the example the lowest sheath voltage over A is $37.87-30=7.87$ V, safely positive.

Beyond the limit, $e^{-S/T_e}$ exceeds 1 during part of the cycle, while the true flux saturates. The formula then counts too many electrons, and the true floating potential is less negative than predicted. Take a light test ion with $M/m=2000$, for which $a_{\max}\approx51$, and amplitudes $a_A=300$ and $a_B=20$. The balance with saturation gives a difference of $-275.8\,T_e$, whereas the formula gives $-278.6\,T_e$.

## (e) How fast is the difference established?

*Follow the charging of an antenna, and check that its potential is nearly constant within a cycle.*

**Solution.** Let $C$ be the capacitance between antenna and substrate per unit antenna area, and let the substrate have a fixed dc potential. The displacement current through the sheath averages to zero and is left out here; its effect within a cycle is added at the end. With the ion current density $J_i=e\Gamma_i$,

$$C\frac{dU}{dt}=J_i\left[1-e^{\Lambda}e^{(U-V\cos\omega t)/T_e}\right].$$

If $U$ changes little in one cycle, the right side may be averaged at fixed $U$. By (b), $e^\Lambda I_0(a)=e^{-U_j/T_e}$, so

$$C\frac{dU}{dt}=J_i\left[1-e^{(U-U_j)/T_e}\right].$$

Put $y=e^{-(U-U_j)/T_e}$. Then $dy/dt=-(y/T_e)\,dU/dt=-(J_i/CT_e)(y-1)$, and therefore

$$y(t)-1=[y(0)-1]\,e^{-t/\tau},\qquad \tau=\frac{CT_e}{J_i}.$$

The potential approaches $U_j$ exponentially in $y$, provided that it starts where the sheath voltage stays positive and $U$ changes little in one cycle. An antenna that starts near $U=0$ first draws a saturated electron flux, and its early charging is slower than this law predicts.

In the example the gate oxide is 5 nm thick and the field oxide, which carries most of the antenna, 500 nm. The antenna has 1000 times the area of its gate. The two capacitances act in parallel. The ion current density is 2.59 mA/cm$^2$, and this current alone would change the antenna potential by 3.76 V in 11.0 µs. Hence $\tau=11.0\times3.0/3.76=8.8$ µs, about 120 rf periods of 73.7 ns.

By this equation $U$ can rise no faster than $J_i/C=T_e/\tau$ within a cycle. The ripple from the particle currents is thus at most $3.0\times0.0737/8.8=0.025$ V. Integration of the unaveraged equation gives 0.019 V for antenna A, and a final difference of $-7.519$ V between the antennas. The displacement current adds an oscillation with an amplitude of the order of 0.01 V, estimated in part (h). Both are far below $T_e$, so the assumption of a constant potential is sound here.

## (f) How strongly is the gate oxide stressed?

*Find the least value that the larger of the two oxide voltages can have.*

**Solution.** Let $U_s$ be the dc potential of the substrate, and ignore for the moment any voltage drop inside the silicon. The oxide voltages are $X_A=U_A-U_s$ and $X_B=U_B-U_s$. Since $X_A-X_B=U_A-U_B$,

$$|U_A-U_B|\le|X_A|+|X_B|\le2\max(|X_A|,|X_B|).$$

At least one oxide carries half of the difference or more. Equality requires $X_A=-X_B$. This is the case for equal antennas on a substrate that has no net charge and no capacitance to anything else, because then $CX_A+CX_B=0$. Any other substrate potential puts a higher voltage on one of the oxides.

For the symmetric split the oxide voltage is $7.52/2=3.76$ V. Over 5 nm this is a field of 7.52 MV/cm, or 0.75 of a rough breakdown field of 10 MV/cm.

Part of the voltage can be lost in the silicon. On a p-type substrate the surface under the positive gate, B, is inverted. For $10^{17}$ acceptors per cm$^3$ at 350 K the surface drop at the onset of strong inversion is estimated as 0.77 V. With identical gates the built-in voltages cancel around the loop, so with this drop alone the magnitudes of the two oxide voltages add up to $7.52-0.77=6.75$ V. An equal split then gives a field of $6.75\ \text{V}/(2\times5\ \text{nm})=6.75$ MV/cm in each oxide. Stronger inversion under B and accumulation under A each take about 0.25 V more in a classical (Boltzmann) treatment, which brings an equal split down to about 3.1 V, or 6.2 MV/cm. This assumes that the inversion layer is supplied with electrons. The split also need not be equal: on a neutral substrate the potential is set mainly by the field-oxide capacitance, and oxide A then carries about 3.5 V and oxide B about 2.8 V.

## (g) Does tunnelling relieve the stress?

*Include a current through the oxides, and find its effect on the potential difference.*

**Solution.** Gate A is negative, so electrons tunnel from it into the substrate. For the symmetric split of (f), or in the steady state of a floating substrate, an equal current of electrons enters gate B. With the drop in the silicon included, the two currents start out very unequal, and at the small currents found below the steady state takes far longer than 60 s to reach. Let this current be a fraction $r$ of the ion current collected by one antenna. Antenna A must now draw more electrons from the plasma, and B fewer:

$$e^{\Lambda+U_A/T_e}I_0(a_A)=1+r,\qquad e^{\Lambda+U_B/T_e}I_0(a_B)=1-r .$$

Taking logarithms and subtracting,

$$U_A-U_B=T_e\ln\frac{I_0(a_B)}{I_0(a_A)}+T_e\ln\frac{1+r}{1-r}.$$

The added term is positive, so it reduces the magnitude of the negative difference.

To estimate $r$, consider a triangular barrier of height $\phi$ (an energy) in a field $F$, with electron mass $m_*$ in the oxide. An electron whose energy of motion normal to the surface lies $\epsilon$ below the Fermi level has the semiclassical transmission $e^{-W}$, where

$$W(\epsilon)=\frac2\hbar\int_0^{(\phi+\epsilon)/eF}\!\!\sqrt{2m_*(\phi+\epsilon-eFx)}\,dx=\frac{4\sqrt{2m_*}}{3\hbar eF}(\phi+\epsilon)^{3/2}.$$

In a cold free-electron emitter, the transverse momenta at this $\epsilon$ fill a disc of area $2\pi m\epsilon$. With two spins per phase-space volume $(2\pi\hbar)^3$ the current is

$$J=\frac{em}{2\pi^2\hbar^3}\int_0^\infty\epsilon\,e^{-W(\epsilon)}d\epsilon .$$

To first order $W(\epsilon)\approx W(0)+c\,\epsilon$ with $c=2\sqrt{2m_*\phi}/(\hbar eF)$. The integral is then $e^{-W(0)}/c^2$, and

$$J\approx\frac{e^3mF^2}{16\pi^2\hbar\,m_*\phi}\exp\!\left[-\frac{4\sqrt{2m_*}\,\phi^{3/2}}{3\hbar eF}\right].$$

With $\phi=3.15$ eV, $m_*=0.42\,m$ and 7.52 MV/cm this gives $3.3\times10^{-7}$ A/cm$^2$; the integral without linearisation gives $3.2\times10^{-7}$. Thermal occupation at 350 K raises it to $4.9\times10^{-7}$ A/cm$^2$. Per gate area the antenna supplies $1000\times2.59\times10^{-3}=2.59$ A/cm$^2$, so $r=1.9\times10^{-7}$. The potential difference changes by $2rT_e\approx1.1\times10^{-6}$ V.

Tunnelling therefore does not relieve the stress in this example. A shift of 0.1 V would need $r\approx0.017$, about $10^5$ times more current, so the crudeness of the barrier model does not affect this conclusion. The oxide nevertheless passes charge as long as the plasma is on: 29 µC/cm$^2$ in 60 s at this fixed field. The voltage drop in the silicon, left out here, lowers the field and reduces this charge by more than a factor of ten. Where it brings the oxide voltage below 3.15 V the barrier is trapezoidal, and the closed form above no longer applies.

## (h) Which neglected effects matter most?

*Compare the remaining assumptions with the result of $-7.52$ V.*

**Solution.** A real sheath voltage contains harmonics. Add $hV_j\cos2\omega t$ to each. At the electron burst $\cos\omega t=-1$ and $\cos2\omega t=1$, so for $0<h<\tfrac14$ the lowest sheath voltage rises by $hV_j$ at a fixed mean. At amplitudes like those of the example the antenna becomes less negative, but by less than $hV_j$, because the burst also lasts longer. At large amplitude the phase width of the burst grows by the same factor $1/\sqrt{1-4h}$ at both antennas, and this effect cancels in the difference. The difference should therefore change by about $h(V_A-V_B)$, or 0.8 V for $h=0.1$. The numerical balance gives $-6.75$ V for $h=0.1$ and $-8.31$ V for $h=-0.1$.

Lateral differences in the plasma also enter. The density cancels within each balance, but with Boltzmann electrons the two sheath-edge potentials differ by $T_e\ln(n_A/n_B)$. This is 0.29 V for a density ratio of 1.1. If $T_e$ is 0.1 V higher over A alone, at fixed $V_A$ and sheath-edge potential, $U_A$ shifts by $-0.31$ V. The electron distribution in argon often has a depleted tail; a Druyvesteyn distribution of the same mean energy moves each potential by about 2 V but the difference by only about 0.2 V.

The Child law for a collisionless sheath gives a thickness of about 0.28 mm over A. This is a rough figure, since $\omega$ is only about 1.7 times the ion plasma frequency and the ions partly follow the rf. The thickness divided by the mean thermal speed is 0.24 ns. An electron that slow is reflected by the barrier, but those that pass it take a similar time, much less than the burst width $1/(\omega\sqrt a)=3.7$ ns. The thickness also sets a lateral scale: the treatment assumes that conditions vary little over such a distance.

The sheath and the antenna capacitance form a voltage divider. With the sheath treated as a plate capacitor of fixed thickness, it leaves an rf amplitude of only the order of 0.01 V on oxide A. The 8 V difference in amplitude therefore cannot arise across the oxides. It must come from rf potential differences in the plasma or along the wafer.

Set beside a real process, the density, temperature and frequency are ordinary rough values. The 8 V difference between two places on one wafer is a chosen case of strong nonuniformity, not a measured one. Etching gases are often molecular and electronegative, which alters the Bohm flux and the electron distribution. Resist patterns can shade the metal from electrons, and a protective diode would break the assumption of no dc current to the substrate. These last effects are not sized here. Among those that are, a 10% second harmonic with the phase chosen above moves the potential difference most, by about a tenth of its value; with other phases its effect can be much smaller. The numerical output below lists the main figures.

## Numbers as computed

```
electron temperature Te: 3.0 eV
sheath-edge density: 6.0e+10 cm^-3
sheath amplitude V_A: 30.0 V
sheath amplitude V_B: 22.0 V
frequency: 13.56 MHz
gate oxide: 5.0 nm
field oxide: 500 nm
antenna ratio: 1000
wafer temperature: 350 K
Lambda for argon: 4.679
V_A/Te: 10.000
V_B/Te: 7.333
ln I0(V_A/Te): 7.9430
ln I0(V_B/Te): 5.4366
floating potential U_A: -37.866 V
floating potential U_B: -30.347 V
difference U_A-U_B, formula: -7.5191 V
difference, current balance: -7.5191 V
difference, time integration: -7.5190 V
large-amplitude limit: -7.535 V
small-amplitude limit (misused): -34.667 V
lowest sheath voltage over A: 7.866 V
reversal limit of V/Te, argon: 1845
estimate M/(4 pi^2 m): 1845
light ion V/Te=300,20: balance: -275.844 Te
light ion V/Te=300,20: formula: -278.640 Te
ion current density: 2.588 mA/cm2
charging time: 11.04 us
ripple of U_A, peak to peak: 0.0187 V
oxide voltage, symmetric split: 3.760 V
oxide field: 7.52 MV/cm
rough breakdown field: 10 MV/cm
field / breakdown field: 0.75
silicon surface drop: 0.77 V
oxide field with silicon drop: 6.75 MV/cm
tunnel barrier: 3.15 eV
oxide electron mass: 0.42 m_e
tunnel current, cold: 3.24e-07 A/cm2
tunnel current, closed form: 3.34e-07 A/cm2
tunnel current, wafer at 350 K: 4.87e-07 A/cm2
charge passed in 60 s: 29.2 uC/cm2
leak fraction r: 1.9e-07
shift by leakage: 1.1e-06 V
difference, +10% 2nd harmonic: -6.745 V
difference, -10% 2nd harmonic: -8.314 V
shift by 10% density difference: 0.286 V
shift of U_A by +0.1 eV in Te: -0.314 V
sheath thickness over A: 0.279 mm
rf voltage on oxide A: 0.0125 V
electron transit time: 0.241 ns
electron burst width: 3.71 ns
```
